# Troullier-Martins Matching Derivatives from the Radial Schrödinger Equation: a program that tests the result

```python
"""
Result under test: derivatives of the Troullier-Martins exponent at rc.
An orbital u(r) = r R(r) obeys, in Hartree atomic units,
    -u''/2 + [l(l+1)/(2 r^2) + V(r)] u = energy * u .
With p(r) = ln(u / r^(l+1)), the derivatives p', p'', p''', p'''' follow from
u, u', V, V', V'' together with energy, l and r; no higher derivative of u
is needed. The program compares this with direct differentiation of orbitals
and then builds a complete pseudopotential from the result.
"""
import math
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial
from scipy.linalg import eigh
from scipy.optimize import brentq


def exponent_derivatives(r, l, energy, u, du, v, dv, d2v):
    """Recursive form: p', p'', p''', p''''."""
    b = l + 1
    p1 = du / u - b / r
    p2 = 2 * (v - energy) - 2 * b * p1 / r - p1**2
    p3 = 2 * dv + 2 * b * p1 / r**2 - 2 * b * p2 / r - 2 * p1 * p2
    p4 = (2 * d2v - 4 * b * p1 / r**3 + 4 * b * p2 / r**2
          - 2 * b * p3 / r - 2 * p2**2 - 2 * p1 * p3)
    return [p1, p2, p3, p4]


def exponent_derivatives_closed(r, l, energy, u, du, v, dv, d2v):
    """Non-recursive form written with D = u'/u and k = u''/u."""
    b = l + 1
    D = du / u
    k = 2 * (v - energy) + l * b / r**2
    dk = 2 * dv - 2 * l * b / r**3
    d2k = 2 * d2v + 6 * l * b / r**4
    return [D - b / r,
            k - D**2 + b / r**2,
            dk - 2 * D * k + 2 * D**3 - 2 * b / r**3,
            d2k - 2 * D * dk - 2 * k**2 + 8 * D**2 * k - 6 * D**4
            + 6 * b / r**4]


# ---- exact orbitals, differentiated symbolically at arbitrary radius ----
x = sp.symbols("x", positive=True)
Z, omega = sp.Integer(2), sp.Rational(1, 2)
exact_cases = [
    (0, x * (1 - Z * x / 2) * sp.exp(-Z * x / 2), -Z**2 / sp.Integer(8), -Z / x),
    (1, x**2 * (1 - Z * x / 6) * sp.exp(-Z * x / 3), -Z**2 / sp.Integer(18), -Z / x),
    (2, x**3 * (1 - 2 * omega * x**2 / 7) * sp.exp(-omega * x**2 / 2),
     omega * sp.Rational(11, 2), omega**2 * x**2 / 2),
]
exact_identities = 0
for l_case, u_case, e_case, v_case in exact_cases:
    log_slope = sp.simplify(sp.diff(u_case, x) / u_case)
    inputs = (x, l_case, e_case, sp.Integer(1), log_slope,
              v_case, sp.diff(v_case, x), sp.diff(v_case, x, 2))
    recursive = exponent_derivatives(*inputs)
    closed = exponent_derivatives_closed(*inputs)
    direct = log_slope - (l_case + 1) / x
    for m in range(4):
        assert sp.simplify(recursive[m] - direct) == 0
        assert sp.simplify(closed[m] - direct) == 0
        exact_identities += 2
        direct = sp.diff(direct, x)

# ---- variational solver in an orthonormal Laguerre basis ----
BETA, SIZE, R_BOX = 2.0, 70, 120.0
GL_NODES, GL_WEIGHTS = np.polynomial.legendre.leggauss(500)


def laguerre_table(order, r, l):
    """Radial derivative of given order of the normalized Laguerre factors."""
    r = np.atleast_1d(np.asarray(r, dtype=float))
    y, a = 2 * BETA * r, 2 * l + 2 + order
    count = SIZE - order
    table = np.zeros((SIZE, r.size))
    previous, current = np.zeros_like(y), np.ones_like(y)
    for k in range(count):
        table[k + order] = current
        following = ((2 * k + 1 + a - y) * current - (k + a) * previous) / (k + 1)
        previous, current = current, following
    norms = np.array([math.exp(0.5 * ((2 * l + 3) * math.log(2 * BETA)
                      + math.lgamma(k + 1) - math.lgamma(k + 2 * l + 3)))
                      for k in range(SIZE)])
    return (-2 * BETA)**order * norms[:, None] * table


def quadrature(edges):
    """Gauss-Legendre rule in sqrt(r) on each interval between edges."""
    radii, weights = [], []
    for a, b in zip(np.sqrt(edges[:-1]), np.sqrt(edges[1:])):
        t = 0.5 * (b - a) * GL_NODES + 0.5 * (a + b)
        radii.append(t**2)
        weights.append(0.5 * (b - a) * GL_WEIGHTS * 2 * t)
    return np.concatenate(radii), np.concatenate(weights)


def solve_radial(l, r, weights, potential):
    envelope = r**(l + 1) * np.exp(-BETA * r)
    phi = envelope * laguerre_table(0, r, l)
    dphi = ((l + 1) / r - BETA) * phi + envelope * laguerre_table(1, r, l)
    overlap = (phi * weights) @ phi.T
    assert np.max(np.abs(overlap - np.eye(SIZE))) < 1e-9
    h = 0.5 * (dphi * weights) @ dphi.T
    h += (phi * (weights * (potential + l * (l + 1) / (2 * r**2)))) @ phi.T
    return eigh(0.5 * (h + h.T))


# ---- model screened potential and its analytic derivatives ----
TAIL, CORE, DECAY = 1.0, 10.0, 1.0


def potential_and_derivatives(r):
    s = CORE * np.exp(-DECAY * r)
    v = -(TAIL + s) / r
    dv = (TAIL + s) / r**2 + DECAY * s / r
    d2v = -2 * (TAIL + s) / r**3 - 2 * DECAY * s / r**2 - DECAY**2 * s / r
    return v, dv, d2v


l = 1
r_all, w_all = quadrature(np.array([0.0, 4.0, R_BOX]))
levels, vectors = solve_radial(l, r_all, w_all,
                               potential_and_derivatives(r_all)[0])
energy, coefficients = levels[1], vectors[:, 1]
assert energy < 0


def orbital(r):
    r = np.atleast_1d(np.asarray(r, dtype=float))
    return r**(l + 1) * np.exp(-BETA * r) * (coefficients @ laguerre_table(0, r, l))


scan = np.arange(0.01, 15.0, 0.001)
values = orbital(scan)
changes = np.where(values[:-1] * values[1:] < 0)[0]
assert len(changes) == 1
node = brentq(lambda r: orbital(r)[0], scan[changes[0]], scan[changes[0] + 1])
r_max = scan[np.argmax(np.abs(values))]
rc = math.ceil(2 * r_max) / 2
assert rc > r_max > node
coefficients = coefficients * np.sign(orbital(rc)[0])

# Direct derivatives of the expansion, without use of the radial equation.
g = [float((coefficients @ laguerre_table(m, rc, l))[0]) for m in range(5)]
q1, q2, q3, q4 = [g[m] / g[0] for m in range(1, 5)]
direct = np.array([q1 - BETA, q2 - q1**2, q3 - 3 * q1 * q2 + 2 * q1**3,
                   q4 - 4 * q1 * q3 - 3 * q2**2 + 12 * q1**2 * q2 - 6 * q1**4])
u = orbital(rc)[0]
du = u * ((l + 1) / rc - BETA + q1)
v, dv, d2v = potential_and_derivatives(rc)
p = np.array(exponent_derivatives(rc, l, energy, u, du, v, dv, d2v))
p_closed = np.array(exponent_derivatives_closed(rc, l, energy, u, du, v, dv, d2v))
# Fourth derivatives of the expansion amplify eigenvector rounding errors.
assert np.max(np.abs(p - direct)) < 1e-6
assert np.max(np.abs(p_closed - direct)) < 1e-6

# ---- error of a five-point fourth difference of ln(u/r^(l+1)) ----
rng = np.random.default_rng(7)
delta, samples = 1e-10, 20000
stencil = np.array([1.0, -4.0, 6.0, -4.0, 1.0])
difference_table = []
for h in (0.02, 0.05, 0.1, 0.2):
    points = rc + h * np.arange(-2, 3)
    u_points = orbital(points)
    clean = stencil @ np.log(u_points / points**(l + 1)) / h**4
    noisy_u = u_points * (1 + delta * rng.standard_normal((samples, 5)))
    noisy = np.log(noisy_u / points**(l + 1)) @ stencil / h**4
    noise = np.sqrt(np.mean((noisy - clean)**2))
    assert abs(noise / (math.sqrt(70) * delta / h**4) - 1) < 0.05
    difference_table.append((h, clean - p[3], noise))
truncation_ratio = difference_table[2][1] / difference_table[1][1]
assert 3.5 < truncation_ratio < 4.5
noisy_p4 = exponent_derivatives(
    rc, l, energy, u * (1 + delta * rng.standard_normal(samples)),
    du * (1 + delta * rng.standard_normal(samples)), v, dv, d2v)[3]
formula_noise = np.sqrt(np.mean((noisy_p4 - p[3])**2))
assert formula_noise < 0.01 * min(row[2] for row in difference_table[:2])

# ---- complete pseudo-orbital, polynomial in s = r/rc ----
r_all, w_all = quadrature(np.array([0.0, rc, R_BOX]))
inside = r_all < rc
r_in, w_in = r_all[inside], w_all[inside]
norm_ae = np.sum(w_in * orbital(r_in)**2)
p0 = math.log(u / rc**(l + 1))
targets = np.array([p0] + [p[m - 1] * rc**m for m in range(1, 5)])
free_powers = [0, 6, 8, 10, 12]
matching = np.array([[math.perm(n, m) for n in free_powers]
                     for m in range(5)], dtype=float)


def pseudo_exponent(a2):
    a4 = -a2**2 / (2 * l + 5)
    rhs = targets - np.array([a2 * math.perm(2, m) + a4 * math.perm(4, m)
                              for m in range(5)])
    full = np.zeros(13)
    full[free_powers] = np.linalg.solve(matching, rhs)
    full[2], full[4] = a2, a4
    return Polynomial(full)


def norm_mismatch(a2):
    u_ps = r_in**(l + 1) * np.exp(pseudo_exponent(a2)(r_in / rc))
    return math.log(np.sum(w_in * u_ps**2) / norm_ae)


trial = np.linspace(-30.0, 60.0, 902)
mismatch = np.array([norm_mismatch(a) for a in trial])
roots = [brentq(norm_mismatch, trial[i], trial[i + 1], xtol=1e-13)
         for i in np.where(mismatch[:-1] * mismatch[1:] < 0)[0]]
assert roots
a2 = min(roots, key=abs)
P = pseudo_exponent(a2)
dP, d2P = P.deriv(), P.deriv(2)
v_ps = energy + ((l + 1) * Polynomial(dP.coef[1:]) + 0.5 * (d2P + dP**2)) / rc**2
v_ps_edge = [v_ps(1.0), v_ps.deriv()(1.0) / rc, v_ps.deriv(2)(1.0) / rc**2]
assert np.max(np.abs(np.array(v_ps_edge) - np.array([v, dv, d2v]))) < 1e-7
curvature_origin = v_ps.deriv(2)(0.0) / rc**2
assert abs(curvature_origin) < 1e-8
norm_ps = np.sum(w_in * (r_in**(l + 1) * np.exp(P(r_in / rc)))**2)
assert abs(norm_ps - norm_ae) < 1e-9
v_joined = potential_and_derivatives(r_all)[0]
v_joined[inside] = v_ps(r_in / rc)
pseudo_levels, _ = solve_radial(l, r_all, w_all, v_joined)
# The joined potential has a kink in a high derivative, limiting convergence.
assert abs(pseudo_levels[0] - energy) < 1e-6

# ---- printed results ----
print(f"exact symbolic identities verified: {exact_identities}")
print(f"model: tail charge {TAIL:.0f}, core charge {CORE:.0f}, decay {DECAY:.0f} bohr^-1, l = {l}")
print(f"all-electron levels 1 and 2: {levels[0]:.6f}, {levels[1]:.8f} hartree")
print(f"node {node:.4f} bohr, outer maximum {r_max:.3f} bohr, rc {rc:.1f} bohr")
print(f"u(rc)   = {u:.8f} bohr^-1/2")
print(f"u'(rc)  = {du:.8f} bohr^-3/2")
print(f"u'/u    = {du / u:.8f} bohr^-1")
print(f"V(rc)   = {v:.8f} hartree")
print(f"V'(rc)  = {dv:.8f} hartree/bohr")
print(f"V''(rc) = {d2v:.8f} hartree/bohr^2")
print(f"p(rc) = ln(u/rc^(l+1)), numerical value in atomic units = {p0:.8f}")
for m in range(4):
    print(f"p derivative {m + 1}: formula {p[m]:.8f}, direct {direct[m]:.8f} bohr^-{m + 1}")
print(f"largest formula-direct difference: {np.max(np.abs(p - direct)):.1e} (atomic units)")
b = l + 1
terms2 = [2 * (v - energy), -2 * b * p[0] / rc, -p[0]**2]
terms3 = [2 * dv, 2 * b * p[0] / rc**2, -2 * b * p[1] / rc, -2 * p[0] * p[1]]
terms4 = [2 * d2v, -4 * b * p[0] / rc**3, 4 * b * p[1] / rc**2,
          -2 * b * p[2] / rc, -2 * p[1]**2, -2 * p[0] * p[2]]
print("terms of p'' in formula order, bohr^-2: " + ", ".join(f"{t:.6f}" for t in terms2))
print("terms of p''' in formula order, bohr^-3: " + ", ".join(f"{t:.6f}" for t in terms3))
print("terms of p'''' in formula order, bohr^-4: " + ", ".join(f"{t:.6f}" for t in terms4))
print(f"imposed relative error of orbital data: {delta:.0e}")
for h, truncation, noise in difference_table:
    print(f"fourth difference, h = {h:.2f} bohr: truncation {truncation:.2e}, rms noise {noise:.2e} bohr^-4")
print(f"truncation ratio for h = 0.10 and 0.05 bohr: {truncation_ratio:.3f}")
print(f"rms noise of p'''' from the formula: {formula_noise:.2e} bohr^-4")
print("norm-equation roots for c2 rc^2: " + ", ".join(f"{a:.6f}" for a in roots))
for n in range(0, 13, 2):
    print(f"coefficient of (r/rc)^{n} in p: {P.coef[n]:.8f}")
print(f"norm inside rc: all-electron {norm_ae:.8f}, pseudo {norm_ps:.8f}")
print(f"V_ps(0) = {v_ps(0.0):.6f} hartree")
print(f"V_ps(rc) = {v_ps_edge[0]:.8f} hartree")
print(f"V_ps'(rc) = {v_ps_edge[1]:.8f} hartree/bohr")
print(f"V_ps''(rc) = {v_ps_edge[2]:.8f} hartree/bohr^2")
print(f"lowest pseudo level = {pseudo_levels[0]:.8f} hartree")
print(f"pseudo minus all-electron level = {pseudo_levels[0] - energy:.1e} hartree")
print("finished without a failed check")
```

Printed output:

```
exact symbolic identities verified: 24
model: tail charge 1, core charge 10, decay 1 bohr^-1, l = 1
all-electron levels 1 and 2: -7.096956, -0.93170622 hartree
node 0.6060 bohr, outer maximum 1.355 bohr, rc 1.5 bohr
u(rc)   = 0.85719439 bohr^-1/2
u'(rc)  = -0.24225176 bohr^-3/2
u'/u    = -0.28261006 bohr^-1
V(rc)   = -2.15420107 hartree
V'(rc)  = 2.92366845 hartree/bohr
V''(rc) = -5.38575900 hartree/bohr^2
p(rc) = ln(u/rc^(l+1)), numerical value in atomic units = -0.96502078
p derivative 1: formula -1.61594340, direct -1.61594340 bohr^-1
p derivative 2: formula -0.74708037, direct -0.74708037 bohr^-2
p derivative 3: formula 2.55228377, direct 2.55228377 bohr^-3
p derivative 4: formula -9.27107542, direct -9.27107542 bohr^-4
largest formula-direct difference: 1.4e-11 (atomic units)
terms of p'' in formula order, bohr^-2: -2.444990, 4.309182, -2.611273
terms of p''' in formula order, bohr^-3: 5.847337, -2.872788, 1.992214, -2.414479
terms of p'''' in formula order, bohr^-4: -10.771518, 3.830384, -2.656286, -6.806090, -1.116258, 8.248692
imposed relative error of orbital data: 1e-10
fourth difference, h = 0.02 bohr: truncation -1.57e-02, rms noise 5.24e-03 bohr^-4
fourth difference, h = 0.05 bohr: truncation -9.89e-02, rms noise 1.34e-04 bohr^-4
fourth difference, h = 0.10 bohr: truncation -4.08e-01, rms noise 8.43e-06 bohr^-4
fourth difference, h = 0.20 bohr: truncation -1.86e+00, rms noise 5.23e-07 bohr^-4
truncation ratio for h = 0.10 and 0.05 bohr: 4.123
rms noise of p'''' from the formula: 6.93e-11 bohr^-4
norm-equation roots for c2 rc^2: -0.699649, 23.173445
coefficient of (r/rc)^0 in p: 0.07618768
coefficient of (r/rc)^2 in p: -0.69964853
coefficient of (r/rc)^4 in p: -0.06992972
coefficient of (r/rc)^6 in p: -1.18991831
coefficient of (r/rc)^8 in p: 1.52035246
coefficient of (r/rc)^10 in p: -0.72828165
coefficient of (r/rc)^12 in p: 0.12621730
norm inside rc: all-electron 0.49594811, pseudo 0.49594811
V_ps(0) = -2.486481 hartree
V_ps(rc) = -2.15420107 hartree
V_ps'(rc) = 2.92366845 hartree/bohr
V_ps''(rc) = -5.38575900 hartree/bohr^2
lowest pseudo level = -0.93170619 hartree
pseudo minus all-electron level = 2.7e-08 hartree
finished without a failed check
```
